\section*{Flexocoupling and long-wavelength stability in a one-dimensional Landau model}

\section{One wave at zero inverse susceptibility}

Take a medium in which a uniform polarization costs no energy to second order, so that the inverse susceptibility is $a=0$. Let it carry one polarization wave and one strain wave,
\begin{equation}
P=P_0\sin kx,\qquad e=e_0\cos kx .
\end{equation}
Three energies enter: $\tfrac g2P'^2$ for the polarization gradient, $\tfrac c2e^2$ for the elastic strain, and the flexocoupling $-f\,eP'$. A prime means $d/dx$, and $g,c>0$. Since $P'=kP_0\cos kx$ and the average of $\cos^2kx$ over a period is $1/2$, the mean energy density is
\begin{equation}
\bar F=\tfrac14 gk^2P_0^2+\tfrac14 c\,e_0^2-\tfrac12 f k P_0e_0 .
\end{equation}
The strain is free to adjust. Setting $\partial\bar F/\partial e_0=0$ gives $e_0=fkP_0/c$, and then
\begin{align}
\bar F&=\tfrac14gk^2P_0^2+\frac{f^2k^2P_0^2}{4c}-\frac{f^2k^2P_0^2}{2c}\nonumber\\
&=\tfrac14\left(g-\frac{f^2}{c}\right)k^2P_0^2 .
\label{eq:onewave}
\end{align}
The wave costs energy if $f^2<gc$ and releases energy if $f^2>gc$. The strain can lower the energy because flexocoupling is linear in strain, while the elastic cost is quadratic. The sign of $f$ sets the sign of the strain and drops out of the energy.

\section{The model and its assumptions}

The full quadratic energy density is
\begin{equation}
F=\tfrac a2P^2+\tfrac g2P'^2+\tfrac c2e^2+\tfrac h2e'^2+\tfrac f2\,(Pe'-eP') ,
\label{eq:model}
\end{equation}
where $h\ge0$ is a strain-gradient stiffness. The conventions are as follows.
\begin{itemize}
\item All fields vary along $x$ alone. $P$ is perpendicular to $x$, and $e=u'$ is the shear strain of a transverse displacement $u$. The polarization then has no divergence and creates no depolarizing field.
\item The medium is bulk and periodic. Surfaces are excluded.
\item The reference state $P=e=0$ has inversion symmetry, so there is no piezoelectric term $eP$.
\item With $P$ in C/m$^2$ and $F$ in J/m$^3$, the coupling $f$ is in volts and $g$ is in J\,m$^3$/C$^2$.
\end{itemize}

The coupling in \eqref{eq:model} is related to the one used above by the product rule, $Pe'=(Pe)'-eP'$:
\begin{equation}
\tfrac f2(Pe'-eP')=-f\,eP'+\left(\tfrac f2Pe\right)' .
\end{equation}
The last term integrates to zero over a period. In a finite body it leaves a surface energy, so the two forms are equivalent in the bulk but need different boundary conditions.

``Long-wavelength stability'' means here that the coefficient of $k^2$ in the energy of a polarization wave, with the strain relaxed, is positive. At $a=0$ the uniform mode itself is neutral to second order, and its fate is decided by terms of higher power in $P$.

\section{Proof for an arbitrary profile}

Set $h=0$ and complete the square in $e$:
\begin{align}
\tfrac c2e^2-f\,eP'&=\tfrac c2\left(e-\frac{fP'}{c}\right)^2-\frac{f^2}{2c}P'^2 ,\\
\int F\,dx&=\int\left[\tfrac a2P^2+\tfrac c2\left(e-\frac{fP'}{c}\right)^2+\tfrac12\left(g-\frac{f^2}{c}\right)P'^2\right]dx .
\label{eq:square}
\end{align}
Now put $a=0$.

\emph{Sufficiency.} If $f^2<gc$, both remaining terms are non-negative, and the last is positive for every non-uniform $P$. No such profile can lower the energy.

\emph{Necessity.} The squared term can be made zero for any periodic $P$ by choosing $u=fP/c$, which is a periodic displacement with strain $e=fP'/c$. The energy is then $\tfrac12(g-f^2/c)\int P'^2dx$. This is positive for non-uniform $P$ only if $f^2<gc$.

The quantity
\begin{equation}
g_{\rm eff}=g-\frac{f^2}{c}
\end{equation}
is the gradient coefficient with the strain free to follow, whereas $g$ is the coefficient with the strain held at zero. The condition $f^2<gc$ refers to the latter. If a gradient coefficient has been obtained from static waves with relaxed strain, it is already $g_{\rm eff}$, and subtracting $f^2/c$ again would count the coupling twice.

\section{Strain gradients and the marginal case}

For $h>0$ it is convenient to write $P=\sum_kP_ke^{ikx}$ and $e=\sum_ke_ke^{ikx}$, with $P_{-k}=P_k^*$ and $e_{-k}=e_k^*$ because the fields are real. The derivative $P'$ has components $ikP_k$, so the mean energy density is
\begin{equation}
\bar F=\tfrac12\sum_k\Big[(a+gk^2)|P_k|^2+(c+hk^2)|e_k|^2-2f\,{\rm Re}(e_k^*\,ikP_k)\Big].
\end{equation}
Completing the square as before, with $c$ replaced by $c+hk^2$, gives the relaxed strain and the stiffness of the polarization wave:
\begin{align}
e_k&=\frac{ifk}{c+hk^2}P_k ,\label{eq:strain}\\
A(k)&=a+gk^2-\frac{f^2k^2}{c+hk^2} .\label{eq:A}
\end{align}
Expanding $1/(c+hk^2)=1/c-hk^2/c^2+\dots$ for $hk^2\ll c$,
\begin{equation}
A(k)=a+\left(g-\frac{f^2}{c}\right)k^2+\frac{f^2h}{c^2}k^4+\dots
\label{eq:expand}
\end{equation}
The $k^2$ coefficient does not contain $h$, so the long-wavelength criterion is unchanged.

At equality, $f^2=gc$ and $a=0$, equation \eqref{eq:A} becomes
\begin{equation}
A(k)=gk^2\left(1-\frac{c}{c+hk^2}\right)=\frac{gh\,k^4}{c+hk^2} .
\end{equation}
With $h=0$ every wave is neutral. With $h>0$ every wave with $k\neq0$ costs energy, at order $k^4$. The strict inequality is therefore the condition for a positive $k^2$ stiffness. The weaker demand that no wave lowers the energy requires $f^2\le gc$. A periodic cell with 21 values of $P$ and 21 of $e$ has 42 modes. At equality the eigenvalues of its energy matrix include 21 zeros for $h=0$ (the uniform $P$ and 20 non-uniform waves) and a single zero for $h>0$ (the uniform $P$).

In a periodic box of length $L$ the longest non-uniform wave has $k=2\pi/L$. At $a=0$, $A(k)<0$ means $f^2>g(c+hk^2)$, which is met first by the smallest $k$. The threshold is thus
\begin{equation}
f_L^2=g\left(c+\frac{4\pi^2h}{L^2}\right),
\end{equation}
which falls to $gc$ as $L\to\infty$. The word ``long-wavelength'' in the criterion refers to this limit.

\section{The order of limits}

If $a>0$ is held fixed and $k\to0$, then $A(k)\to a>0$ whatever the value of $f$. Flexocoupling cannot destabilize the longest waves of a medium with finite susceptibility. This is why the criterion is stated at vanishing $a$.

To see how the limit is approached, take $f^2>gc$ and $h=0$. Then $A(k)=a-(f^2/c-g)k^2$ is negative for all wavelengths shorter than
\begin{equation}
\lambda_c=2\pi\sqrt{\frac{f^2/c-g}{a}} .
\label{eq:lambdac}
\end{equation}
As $a\to0$ this edge moves to infinity, and the instability reaches arbitrarily long waves. The model with $h=0$ has no lower bound on the unstable wavelength. For a coupling above threshold it is therefore incomplete, and a term of order $k^4$ is needed.

\section{What replaces the uniform instability}

Let $f^2>gc$ and $h>0$, and write $s=k^2$. Since $\frac{d}{ds}\frac{s}{c+hs}=\frac{c}{(c+hs)^2}$, the minimum of $A$ satisfies
\begin{equation}
g=\frac{f^2c}{(c+hs)^2}\quad\Rightarrow\quad c+hk_*^2=|f|\sqrt{\frac cg},\qquad k_*^2=\frac{|f|\sqrt{c/g}-c}{h} .
\label{eq:kstar}
\end{equation}
The second derivative $2f^2ch/(c+hs)^3$ is positive, so this is a minimum, and $k_*^2>0$ precisely when $|f|>\sqrt{gc}$. For the value at the minimum, use $\frac{s}{c+hs}=\frac1h\left(1-\frac{c}{c+hs}\right)$:
\begin{align}
gk_*^2&=\frac{|f|\sqrt{gc}-gc}{h},\\
\frac{f^2k_*^2}{c+hk_*^2}&=\frac{f^2}{h}\left(1-\frac{\sqrt{gc}}{|f|}\right)=\frac{f^2-|f|\sqrt{gc}}{h},\\
A(k_*)&=a-\frac{(|f|-\sqrt{gc})^2}{h} .
\end{align}
On cooling, with $a$ decreasing, the state $P=0$ loses stability at
\begin{equation}
a_*=\frac{(|f|-\sqrt{gc})^2}{h}>0 ,
\label{eq:astar}
\end{equation}
before $a$ reaches zero, and it does so towards a wave of finite period $2\pi/k_*$. The quadratic theory gives this onset but not the amplitude of the resulting modulation.

Inertia does not alter the criterion. In the variables $(P_k,u_k)$, with $e_k=iku_k$, the equations of motion are $Kv=\omega^2Mv$, where $K$ is the stiffness matrix and $M$ the mass matrix, which may couple $\dot P$ and $\dot u$. If $M$ is positive definite, write $M=BB^\dagger$. Then $\omega^2$ are the eigenvalues of $B^{-1}K(B^{-1})^\dagger$, which by Sylvester's law of inertia has as many negative eigenvalues as $K$. For $k\ne0$ the change from $e_k$ to $u_k$ is invertible and preserves that number too. Kinetic coupling changes growth rates and frequencies, but not which couplings are stable.

\section{Worked example}

Take round parameters: $c=100$ GPa, $g=10^{-10}$ J\,m$^3$/C$^2$, $h=20$ nN, and $a=(T-T_0)/(\varepsilon_0C)$ with Curie constant $C=10^5$ K, so that $da/dT=1.129\times10^6$ J\,m/(C$^2$\,K). The critical coupling is
\begin{equation}
\sqrt{gc}=\sqrt{10^{-10}\times10^{11}}\ {\rm V}=3.16\ {\rm V}.
\end{equation}
The eigenvalues of the energy matrix built from \eqref{eq:model} give thresholds of 3.182 V in a 25 nm box and 3.1626 V in a 200 nm box. Extrapolated to an infinite box they give 3.1623 V. Two other pairs, $g=3\times10^{-11}$ J\,m$^3$/C$^2$ with $c=60$ GPa and $g=2\times10^{-10}$ J\,m$^3$/C$^2$ with $c=150$ GPa, give 1.342 V and 5.477 V, again equal to $\sqrt{gc}$.

\emph{Below threshold, $f=2$ V.} Here $g_{\rm eff}=(10-4)\times10^{-11}=6.0\times10^{-11}$ J\,m$^3$/C$^2$. The coupling removes 40\% of the gradient stiffness, but all waves remain stable at $T_0$.

\emph{Above threshold, $f=3.5$ V.} Now $g_{\rm eff}=(10-12.25)\times10^{-11}=-2.25\times10^{-11}$ J\,m$^3$/C$^2$. Without strain gradients, \eqref{eq:lambdac} puts the longest unstable wave at 28 nm for $T-T_0=1$ K and at 280 nm for 0.01 K. A hundredfold smaller $a$ gives a tenfold longer wave. With $h$ restored,
\begin{align}
a_*&=\frac{(3.5-3.1623)^2}{2\times10^{-8}}=5.70\times10^6\ {\rm J\,m/C^2},\\
T_*-T_0&=\frac{5.70\times10^6}{1.129\times10^6}\ {\rm K}=5.05\ {\rm K},\\
k_*^2&=\frac{3.5\times3.1623\times10^{10}-10^{11}}{2\times10^{-8}}=5.34\times10^{17}\ {\rm m^{-2}} .
\end{align}
Thus $k_*=0.731$ nm$^{-1}$, a period of 8.6 nm. By \eqref{eq:strain}, a polarization amplitude of 1 $\mu$C/cm$^2$ carries a shear strain amplitude of $2.3\times10^{-4}$. The ratio $hk_*^2/c=3.5/3.16-1\approx0.11$ is small, so higher strain gradients are corrections, though not negligible ones: a further term $\tfrac{h_2}2e''^2$ with $h_2=\pm h^2/c$ would move the onset from 5.05 K to about 4.6 K or 5.8 K. For the negative sign 5.8 K is only a local minimum of $A(k)$: waves shorter than about 3.3 nm lie lower, so the figure holds only if terms of still higher order in $k$ keep those waves stable.

The dynamic statement was tested at $a=0$ in a 60 nm box with 31 points, using a mass matrix with diagonal entries 0.5 and 1.0 and cross-coupling 0.3 in reduced units. For 2 V there are no unstable modes. For 3.5 V there are 20, both in the static energy and in the equations of motion. The number follows from \eqref{eq:A}: instability needs $k^2<(f^2/g-c)/h$, or $k<1.06$ nm$^{-1}$, which admits the first ten multiples of $2\pi/(60\ {\rm nm})$, each with a sine and a cosine.

\section{Relation to real ferroelectrics}

The parameters lie in the rough regime of soft perovskite-oxide ferroelectrics: a shear stiffness near 100 GPa, a Curie constant near $10^5$ K and couplings of a few volts. The least certain is $h$, chosen so that $\sqrt{h/c}$ is about one lattice cell. It does not affect the long-wavelength threshold, but $a_*$ varies as $1/h$. Its sign is an assumption too: atomic planes a distance $d$ apart joined by nearest-neighbour springs give $h=-cd^2/12$, about $-1.3$ nN for $d=0.4$ nm. For $h<0$ the condition $f^2>g(c+hk^2)$ is met first by short waves and below $\sqrt{gc}$, so \eqref{eq:kstar} and \eqref{eq:astar} do not apply, and stability at finite $k$ rests on the other terms of order $k^4$. The onset of 5.05 K is a property of the model and not a prediction for a material. The assumption most clearly broken in some of these oxides is that the uniform transition is continuous. With the energy $\tfrac a2P^2-\tfrac{|b|}4P^4+\tfrac\gamma6P^6$, a polar state first matches the energy of $P=0$ when $a$ equals the maximum over $P$ of $\tfrac{|b|}2P^2-\tfrac\gamma3P^4$. That maximum lies at $P^2=3|b|/4\gamma$ and equals $3b^2/16\gamma$. For the rough values $|b|=5\times10^8$ J\,m$^5$/C$^4$ and $\gamma=5\times10^9$ J\,m$^9$/C$^6$ this occurs 8.3 K above $T_0$. The same terms act on the modulated state. For a sine wave of amplitude $P_0$ the averages of $P^4$ and $P^6$ are $\tfrac38P_0^4$ and $\tfrac5{16}P_0^6$, so at $k_*$ and with the strain relaxed the mean energy density is $\tfrac14(a-a_*)P_0^2-\tfrac{3|b|}{32}P_0^4+\tfrac{5\gamma}{96}P_0^6$. It first matches the energy of $P=0$ at $a=a_*+27b^2/160\gamma$. For $f=3.5$ V this is 12.5 K above $T_0$, before the uniform state does so at 8.3 K. In equilibrium the model with these values therefore passes first to a modulated state, by a discontinuous transition, and 5.05 K is only the limit to which the state $P=0$ can persist on cooling.

This order need not hold in a crystal with electrostriction. Let a transverse normal strain $e_n$ have the energy $\tfrac{c_n}2e_n^2-qe_nP^2$, and let $b$ be the coefficient of the uniform state with this strain relaxed. In a wave along $x$, compatibility keeps $e_n$ uniform, so it follows only the mean of $P^2$. Compared with full relaxation, the wave then costs an extra $\frac{q^2}{2c_n}\left(\langle P^4\rangle-\langle P^2\rangle^2\right)=\frac{q^2}{16c_n}P_0^4$. For $q=10^{10}$ J\,m/C$^2$ and $c_n=200$ GPa this cancels two thirds of the negative quartic term. The sine wave then matches the energy of $P=0$ only at 5.9 K above $T_0$, and the uniform transition at 8.3 K comes first. A sine wave gives only a lower bound for the modulated state, but freeing the profile does not reverse the order: higher harmonics give 6.0 K at the same period, and domain patterns of 100 nm period give 7.8 K.

Other omitted effects, estimated with equally rough inputs, are of the order of a kelvin or more.
\begin{itemize}
\item A term $\tfrac w2P''^2$ adds $wk^4$ to $A(k)$. It leaves $f^2<gc$ intact, but with $w=g\,(0.4\ {\rm nm})^2$ it lowers the onset from 5.05 K to 2.9 K above $T_0$. A small negative $w$ would raise it, provided that terms of still higher order in $k$ keep the shortest waves stable.
\item A residual normal strain $e_n$ enters as $-qe_nP^2$ and changes $a$ by $-2qe_n$. For $q=10^{10}$ J\,m/C$^2$ and $e_n=10^{-4}$ the shift is 1.8 K. A uniform strain moves the onset and the zero of $a$ together, so the interval between them is kept.
\item Thermal fluctuations change $a$ by $3b\langle P^2\rangle$, the Gaussian average of the second derivative of $\tfrac b4P^4$. Equipartition over three-dimensional waves of stiffness $gk^2$ with $k<k_*$ gives $\langle P^2\rangle=k_BTk_*/(2\pi^2g)$, and at 300 K a shift of about 2 K in magnitude. This takes $b$ with the normal strain fully relaxed. If that strain follows only the mean of $P^2$, as in the wave above, the factor $3b$ becomes $3b+4q^2/c_n$, and the shift changes sign and falls to about 0.7 K. Part of the shift is already contained in a measured $a(T)$. Both estimates ignore the bound charge of waves whose $k$ has a component along $P$. For a single polarization component with background permittivity 7, this would cut the 2 K to about 0.1 K. Both also leave out the flexocoupling. With the strain relaxed the stiffness is $A(k)$, which falls to zero at $k_*$ as the onset is approached. If it does so equally in all directions, the estimated shift grows without bound: with the factor $3b$ and $k<k_*$ it is about 5 K at 5 K above the onset and about 20 K at 1 K above it. The onset found from the quadratic energy is then no longer reliable.
\end{itemize}

\section{Longitudinal waves}

If $P$ is parallel to $x$, a wave carries bound charge. Without free charge, $\nabla\cdot D=0$ forces $D_k=\varepsilon_0\varepsilon_bE_k+P_k=0$ for $k\ne0$, where $\varepsilon_b$ is the background permittivity. The field energy $\tfrac12\varepsilon_0\varepsilon_b|E_k|^2=|P_k|^2/(2\varepsilon_0\varepsilon_b)$ replaces $a$ by
\begin{equation}
a+\frac1{\varepsilon_0\varepsilon_b} .
\end{equation}
For $\varepsilon_b=7$ the added stiffness is $1.6\times10^{10}$ J\,m/C$^2$, nearly three thousand times the $a_*$ found above. At $a=0$, and with $g$, $c$ and $h$ held at their transverse values for comparison, \eqref{eq:astar} gives a threshold of
\begin{equation}
|f|=\sqrt{gc}+\sqrt{\frac{h}{\varepsilon_0\varepsilon_b}}=21\ {\rm V} .
\end{equation}
There $hk_*^2/c=21.1/3.16-1\approx5.7$, so the gradient expansion no longer holds and the figure shows only that the longitudinal threshold is far higher. The criterion $f^2<gc$ thus belongs to transverse waves. In a three-dimensional crystal each propagation direction needs its own test, with the coefficients of that direction. Where symmetry does not separate the components of transverse $P$ and of the displacement, $g$, $c$ and $f$ become matrices, with the coupling written as $-e^{T}fP'$. Completing the square as before then shows that $g-f^{T}c^{-1}f$ must be positive definite. Satisfying the condition along one axis does not secure the others. The main parameters and computed results are collected in the numerical output below.

\section*{Values computed for the example and the checks}
\begin{verbatim}
elastic stiffness c = 100 GPa
gradient coefficient g = 1.00e-10 J m^3/C^2
strain-gradient stiffness h = 20 nN
Curie constant = 1.0e+05 K
da/dT = 1.1294e+06 J m/(C^2 K)
critical flexocoupling sqrt(gc) = 3.1623 V
eigenvalue threshold, box 25 nm = 3.18219 V
eigenvalue threshold, box 50 nm = 3.16727 V
eigenvalue threshold, box 100 nm = 3.16353 V
eigenvalue threshold, box 200 nm = 3.16259 V
eigenvalue threshold, infinite box = 3.16228 V
second parameter set, infinite box = 1.34164 V
third parameter set, infinite box = 5.47723 V
marginal zero modes of 42, h = 0: 21
marginal zero modes of 42, h > 0: 1
f = 2.0 V: g - f^2/c = 6.0000e-11 J m^3/C^2
  relaxed 200 nm wave gives 6.0008e-11 J m^3/C^2
  unstable modes static, dynamic = 0, 0
f = 3.5 V: g - f^2/c = -2.2500e-11 J m^3/C^2
  relaxed 200 nm wave gives -2.2476e-11 J m^3/C^2
  unstable modes static, dynamic = 20, 20
Results for f = 3.5 V:
h = 0, T-T0 = 1 K: longest unstable wave 28.0 nm
h = 0, T-T0 = 0.01 K: longest unstable wave 280.4 nm
onset inverse susceptibility a* = 5.7028e+06 J m/C^2
onset temperature above T0 = 5.05 K
modulation wavenumber k* = 0.7307 1/nm
modulation period = 8.60 nm
strain amplitude for 1 uC/cm^2 = 2.311e-04
Neglected effects, rough inputs:
cell length = 0.4 nm, w = g*cell^2 = 1.60e-29 J m^5/C^2
onset above T0 with w/2 P''^2 = 2.86 K
|b| = 5.0e+08 J m^5/C^4, gamma = 5.0e+09 J m^9/C^6
first-order transition above T0 = 8.30 K
electrostriction q = 1.0e+10 J m/C^2, strain 1e-04
shift by that normal strain = 1.77 K
temperature of fluctuation estimate = 300 K
fluctuation shift, modes below k* = 2.04 K
background permittivity = 7 (relative)
longitudinal depolarizing stiffness = 1.613e+10 J m/C^2
longitudinal threshold at a = 0 = 21.1 V
\end{verbatim}
